Sphere-to-cylinder bifurcation of a circular wafer under isotropic film stress, part 1

(Sections cited here and not found follow in the second part.)

**Part 1. The energy of a bent wafer**

**The decision that depends on the result**

A routine that converts film stress into wafer bow, or measured bow into film stress, has to choose between three relations. At small load the wafer is a shallow spherical cap whose curvature is proportional to the film force. At larger load it is still a cap, but it stretches in its own plane and bends less than the linear relation says. Beyond a critical load it has two unequal principal curvatures, and a single number called "the curvature" no longer describes it. If the wrong relation is used, the stress error can reach tens of per cent. Beyond the critical load, the curvature found from a line scan of the surface also depends on the direction of the scan.

The choice needs a critical load and a curvature law on each side of it. Both follow from minimising the elastic energy, provided that the stretching caused by finite deflection is kept. This part derives the energy as a function of two curvatures. The second part minimises it, works a numerical case and measures the error made by assuming uniform curvature.

**Model, symbols and signs**

The wafer is a disc of radius R and uniform thickness h. It is elastically isotropic, with Young modulus E and Poisson ratio ν, and its edge is free. Its mid-plane lies in the x, y plane when flat. The coordinate z is measured from the mid-plane towards the film, which lies on the upper face at z = h/2. The deflection w is positive in the direction of z.

The film has thickness t_f, much smaller than h, and carries the same tensile stress σ in every in-plane direction while the wafer is held flat. The load enters through the film force per unit length,

f = σ t_f.

Tension is positive. When the wafer deforms, the film strain changes and so does the film stress. That change is neglected, so f is a fixed number. The neglected term is the film's own stiffness. If M_f and M are the biaxial moduli of film and wafer, its contribution to equal-biaxial bending is M_f t_f (h/2)² compared with M h³/12 for the wafer, a ratio of 3M_f t_f/(M h). The in-plane contraction of the wafer relaxes the film by a further fraction M_f t_f/(M h). Both ratios must be small.

Slopes are assumed small compared with one, but the deflection may be comparable with h or larger. This is the regime of von Kármán plate theory. Gravity, crystal anisotropy and initial curvature are left out. All energies below are averages per unit wafer area.

**Strain in the wafer**

Let u and v be the in-plane displacements of the mid-plane, and let a subscript after a comma-free symbol such as w_x denote a partial derivative. The mid-plane strains are

e_xx = u_x + w_x²/2,
e_yy = v_y + w_y²/2,
e_xy = (u_y + v_x + w_x w_y)/2.

The quadratic terms express the fact that a line element which tilts through a small slope w_x becomes longer by the fraction w_x²/2. They are the geometric nonlinearity, and without them there is no bifurcation in this model.

At height z, bending adds a strain proportional to curvature:

ε_ij(z) = e_ij − z w_ij.

The minus sign can be read from a wafer that is concave upwards. There w_xx is positive, and the upper face, at positive z, is shortened.

The deflection is now restricted to shapes of uniform curvature. A general quadratic shape also has a twist term proportional to xy. Because wafer and load are isotropic, the axes can be rotated to the principal directions, where this term vanishes without any change in energy. Hence

w = (κ₁x² + κ₂y²)/2,

with w_xx = κ₁, w_yy = κ₂ and w_xy = 0. Equal curvatures describe a small-slope sphere. One zero curvature describes a cylinder. The restriction is an approximation for a uniform disc, and its error is measured in the second part.

**Bending energy and film work**

In plane stress, the elastic energy density of the wafer is

E/[2(1−ν²)] × [ε_xx² + ε_yy² + 2ν ε_xx ε_yy + 2(1−ν) ε_xy²].

Insert ε_ij = e_ij − z w_ij and integrate from z = −h/2 to h/2. Terms linear in z integrate to zero, so stretching and bending separate. The integral of z² is h³/12. The bending part is therefore

U_b = (D/2)(κ₁² + κ₂² + 2ν κ₁κ₂),

D = E h³/[12(1−ν²)].

The energy of a film under constant force f changes by f times the relative change of its area, which is the sum of its two normal strains. At z = h/2 this gives

f(ε_xx + ε_yy) = f(e_xx + e_yy) − m(κ₁ + κ₂),

m = f h/2.

The quantity m is the moment per unit length that the film exerts about the mid-plane. For a tensile film, positive curvature shortens the film and lowers the energy, so the sign agrees with the expected concave-up shape.

**Removing the uniform film force**

The in-plane part of the energy still contains two terms: the stretching energy of the wafer and f(e_xx + e_yy). The second looks as if it could couple the film force to the nonlinear strain. Completing the square shows that it does not affect the shape.

Write

e_ij = e₀ δ_ij + ê_ij,

where e₀ is a uniform strain to be chosen and δ_ij is one for equal indices and zero otherwise. A uniform strain e₀ in both directions produces the equal-biaxial stress E e₀/(1−ν). The in-plane energy density per unit area then becomes

h E e₀²/(1−ν) + h E e₀(ê_xx + ê_yy)/(1−ν) + W(ê) + 2f e₀ + f(ê_xx + ê_yy),

where W(ê) is the stretching energy h × (stress) × (strain)/2 computed from ê alone. The two terms linear in ê cancel if

e₀ = −f(1−ν)/(E h).

This is the uniform contraction of a wafer pulled inwards by its film. With this value the first term equals −f e₀, and adding 2f e₀ leaves

f e₀ = −f²(1−ν)/(E h).

This constant does not contain the curvatures and can be dropped when the shape is sought. The strain e₀ δ_ij comes from the displacement u = e₀x, v = e₀y. Therefore ê has the same form as e, with the same w and shifted displacements, and minimising over all displacements is the same problem with f absent. Nothing in this step used uniform curvature, so it also holds for a general small-slope deflection.

**Why double curvature forces stretching**

It remains to find the least value of W(ê) for given curvatures. The displacements can be eliminated by forming

ê_xx,yy + ê_yy,xx − 2ê_xy,xy,

where the indices after the comma are derivatives. The displacement terms are u_xyy + v_xxy − u_xyy − v_xxy = 0. The terms in w are

(w_x²/2)_yy = w_xy² + w_x w_xyy,
(w_y²/2)_xx = w_xy² + w_y w_xxy,
(w_x w_y)_xy = w_xxy w_y + w_xx w_yy + w_xy² + w_x w_xyy.

Adding the first two and subtracting the third leaves

ê_xx,yy + ê_yy,xx − 2ê_xy,xy = w_xy² − w_xx w_yy = −P,

P = κ₁κ₂.

P is the Gaussian curvature at small slope. If it is zero, ê can vanish everywhere, so a flat disc bends into a cylinder without stretching. If it is not zero, no choice of displacements can remove the strain. This is the origin of the competition: bending by an isotropic film moment favours equal curvatures, while stretching penalises their product.

**Stress at the energy minimum**

Let s_ij be the stress belonging to ê_ij. Varying u and v in the stretching energy gives in-plane equilibrium inside the disc and zero traction at the free edge. Equilibrium is satisfied by an Airy function F,

s_xx = F_yy, s_yy = F_xx, s_xy = −F_xy.

Hooke's law in plane stress gives

ê_xx = (F_yy − νF_xx)/E,
ê_yy = (F_xx − νF_yy)/E,
ê_xy = −(1+ν)F_xy/E.

Insert these in the compatibility relation. The mixed fourth derivative F_xxyy has the coefficient −ν − ν + 2(1+ν) = 2, so that

F_xxxx + 2F_xxyy + F_yyyy = ∇⁴F = −E P.

For the edge condition, let n be the outward normal and let the tangent be (−n_y, n_x). The traction components are

s_xx n_x + s_xy n_y = F_yy n_x − F_xy n_y,
s_xy n_x + s_yy n_y = −F_xy n_x + F_xx n_y.

The first is the derivative of F_y along the edge, and the second is minus the derivative of F_x along it. Zero traction thus makes both F_x and F_y constant on the edge. Adding a linear function to F changes no stress, and such a function can be chosen so that F and its radial derivative both vanish at r = R.

The trial form F = A(R² − r²)² satisfies both edge conditions. Expanding it as A(r⁴ − 2R²r² + R⁴) and using ∇²r² = 4 and ∇²r⁴ = 16r² gives

∇²F = A(16r² − 8R²),

∇⁴F = 64A.

Hence A = −E P/64 and

F = −(E P/64)(R² − r²)².

The solution is unique. The difference G of two solutions obeys ∇⁴G = 0 with G and its normal derivative zero at the edge. Multiplying by G and integrating by parts twice gives zero for the integral of (∇²G)², so ∇²G = 0, and with G = 0 at the edge this means G = 0.

The radial and hoop stresses are F_r/r and F_rr:

s_rr = (E P/16)(R² − r²),
s_θθ = (E P/16)(R² − 3r²).

For a dome, P is positive. The centre is in tension in both directions and the rim is in hoop compression. Geometrically, a flat disc has more circumference at its rim than a cap of the same radial length can accommodate. These stresses come in addition to the uniform stress −f/h that balances the film.

**Stretching energy**

Half the product of stress and strain, multiplied by h, is the stretching energy per area:

W = [h/(2E)] [(s_xx + s_yy)² − 2(1+ν)(s_xx s_yy − s_xy²)].

In terms of F, the last bracket is

F_xx F_yy − F_xy² = (F_x F_yy)_x − (F_x F_xy)_y.

The right-hand side is a divergence, and both of its components contain F_x, which vanishes at the edge. Its integral over the disc is zero. The average energy therefore needs just the first term, with

s_xx + s_yy = ∇²F = −(E P/8)(2r² − R²).

Set q = r²/R². Equal intervals of q contain equal areas, so an area average is an integral over q from 0 to 1:

average of (2r² − R²)² = R⁴ ∫(2q − 1)² dq = R⁴/3.

The average stretching energy is

U_s = [h/(2E)] × (E²P²/64) × (R⁴/3) = c P²,

c = E h R⁴/384.

The factor R⁴ makes large, thin wafers sensitive to geometric nonlinearity. For curvatures of common size κ, bending costs an energy of order E h³κ², while stretching costs an energy of order E h R⁴κ⁴. Their ratio grows as (κR²/h)². Since κR²/2 is the edge rise, the linear theory is controlled by the edge rise relative to the thickness, not by the slope.

**The energy in two convenient variables**

Define the sum of curvatures

S = κ₁ + κ₂.

Since κ₁² + κ₂² = S² − 2P, the bending energy is

U_b = (D/2)(S² − 2P + 2νP) = D S²/2 − D(1−ν)P.

Adding stretching and film work, and dropping the constant f e₀, gives

U(S, P) = D S²/2 − D(1−ν)P + c P² − m S.

The second term rewards positive Gaussian curvature, the third limits it, and the film moment acts on the sum alone.

This reduction was tested by integrating the energy of the layer strains over the wafer volume, adding the film term and minimising numerically over the in-plane displacements. The result agrees with the closed energy, including its constant, for a dome-shaped bowl under tension, a saddle under tension and a spherical shape under compressive film stress.

**Part 2. The minimum, its use and its accuracy**

**Symbols and results taken over**

The wafer has radius R, thickness h, Young modulus E and Poisson ratio ν. The film force per length is f = σt_f, with σ the film stress and t_f the film thickness, and its moment is m = fh/2. The principal curvatures are κ₁ and κ₂, with S = κ₁ + κ₂ and P = κ₁κ₂. For uniform curvature, the average energy per area, apart from a constant, is

U = D S²/2 − D(1−ν)P + c P² − m S,

D = E h³/[12(1−ν²)], c = E h R⁴/384.

Tensile film stress is taken first, so m ≥ 0. Reversing the film stress reverses both curvatures.

**The global minimum**

Completing both squares gives

U = (D/2)(S − m/D)² + c(P − P₀)² + terms independent of S and P,

P₀ = D(1−ν)/(2c).

Inserting D and c,

P₀ = (1−ν) × {E h³/[12(1−ν²)]} × 384/(2E h R⁴) = 16h²/[(1+ν)R⁴].

This suggests the critical curvature

κ_c = √P₀ = 4h/[R²√(1+ν)].

If S and P were independent, the minimum would be S = m/D and P = κ_c². They are not independent, because (κ₁ − κ₂)² = S² − 4P cannot be negative. Real curvatures require

P ≤ S²/4.

The unconstrained minimum satisfies this condition when m/D ≥ 2κ_c. The critical moment is 2Dκ_c, and since f = 2m/h, the critical film force is

f_c = 4Dκ_c/h = 4E h³/[3(1−ν²)√(1+ν)R²].

Let s = f/f_c be the load ratio. Then m/D = 2sκ_c.

For s ≥ 1 the unconstrained minimum is admissible and is the global minimum among uniform curvatures. The curvatures have sum 2sκ_c and product κ_c², so they are the roots of

κ² − 2sκ_c κ + κ_c² = 0,

κ₁,₂ = κ_c[s ± √(s² − 1)].

For s < 1 the one stationary point of U in the S, P plane is not admissible. The energy grows without limit at large curvature, so a minimum exists and must lie on the boundary P = S²/4, where the curvatures are equal. Putting S = 2κ and P = κ² gives

U = D(1+ν)κ² + cκ⁴ − 2mκ.

Its derivative vanishes when

D(1+ν)κ + 2cκ³ = m.

Divide by Dκ_c, use 2cκ_c² = D(1−ν), and write k = κ/κ_c:

(1+ν)k + (1−ν)k³ = 2s.

The left side increases with k, so there is one root. At s = 1 it is k = 1, and both branches meet.

For uniform curvature, the energy minimum is a spherical cap below the critical film force f_c and a shape with two unequal curvatures above it. What remains is to examine the transition, compare the result with Stoney's formula, work a numerical case and measure the error of assuming uniform curvature.
